# Current Branches and Self-Oscillation in Weakly Coupled Doped Superlattices

## 1. A current that stops oscillating

A model superlattice of 40 doped wells is held at 4.32 V. At a doping of $5.05\times10^{10}\ \mathrm{cm^{-2}}$ per well its current keeps oscillating throughout the simulated record: the swing is 0.043 in the units used below. At $5.61\times10^{10}\ \mathrm{cm^{-2}}$ the swing vanishes to four decimals. The voltage, the barriers and the contact are the same. The interpretation developed below is that the doping decides whether the charge of one well can hold a boundary between two field domains in place; at the other voltages of the scan the oscillation already stops at a somewhat lower doping (Section 7).

The same equations, at higher doping and slowly rising voltage, give a sawtooth current. Both results come from integrating one ordinary differential equation per period.

## 2. The discrete equations

**Tunnelling rate.** Let $l$ be the period, and let $F_i$ be the mean field between wells $i$ and $i+1$, positive when the electron energy falls towards larger $i$. The energy drop per period is $u_i=eF_il$. An electron in the lowest subband $a$ of well $i$ tunnels with coupling $T$ into an excited subband $b$ of well $i+1$, which lies $\Delta$ above the lowest one there. The detuning is $\delta=u_i-\Delta$. In-plane momentum is conserved and the subbands are taken as parallel, so $\delta$ is the same for all electrons.

With coherence damping $\gamma/\hbar$, the density matrix obeys

$$\dot\rho_{ab}=-\frac{\gamma+i\delta}{\hbar}\rho_{ab}+\frac{iT}{\hbar}(\rho_{aa}-\rho_{bb}),\qquad
\dot\rho_{aa}=-\frac{iT}{\hbar}(\rho_{ba}-\rho_{ab}).$$

For $T\ll\gamma$ the coherence follows the populations. Setting $\dot\rho_{ab}=0$ gives $\rho_{ab}=iT(\rho_{aa}-\rho_{bb})/(\gamma+i\delta)$, and $\rho_{ba}$ is its complex conjugate. Hence

$$\rho_{ba}-\rho_{ab}=-iT(\rho_{aa}-\rho_{bb})\left[\frac1{\gamma-i\delta}+\frac1{\gamma+i\delta}\right]
=-iT(\rho_{aa}-\rho_{bb})\frac{2\gamma}{\gamma^2+\delta^2}.$$

Inserting this, with $-i\cdot(-i)=-1$, gives $\dot\rho_{aa}=-R(\rho_{aa}-\rho_{bb})$. For two resonances, treated as independent channels,

$$R(u)=\sum_{\nu=2,3}\frac{2T_\nu^2\gamma/\hbar}{(u-\Delta_\nu)^2+\gamma^2}.$$

The single-resonance formula was tested at three detunings against the slow eigenvalue of the damped two-level equations.

Relaxation to the lowest subband is assumed fast, so $\rho_{bb}\approx0$. Return tunnelling is dropped because an electron in the lowest subband of well $i+1$ lies $u_i$ below its counterpart in well $i$. This requires thermal and Fermi energies much smaller than $u_i$; the model is not meant for fields near zero.

**Charge and field.** Let $n_i$ be the sheet density of well $i$ and $N_D$ its doping. With the chosen field sign, Gauss's law reads

$$F_i-F_{i-1}=\frac e\varepsilon(n_i-N_D).$$

Multiplication by $el$, with $y_i=n_i/N_D$, gives

$$y_i=1+\frac{u_i-u_{i-1}}q,\qquad q=\frac{e^2N_Dl}{\varepsilon}.$$

Thus $q$ is the change of drop caused by the charge of one fully depleted well. The contact is modelled by a fixed excess in the first well, $y_1=1+c$.

The tunnelling current density is $J_i=en_iR(u_i)$. Charge conservation for $i\ge2$ is $e\dot n_i=J_{i-1}-J_i$. Differentiating Gauss's law in time and inserting this,

$$\varepsilon\dot F_i+J_i=\varepsilon\dot F_{i-1}+J_{i-1}.$$

The sum of displacement and tunnelling current is therefore a common $J(t)$. Multiplying $\varepsilon\dot F_i=J-J_i$ by $el/\varepsilon$ and writing $J=eN_Dj$,

$$\boxed{\dot u_i=q\,[\,j-y_iR(u_i)\,]}$$

**Voltage bias.** The voltage fixes $\bar u=N^{-1}\sum_iu_i=eV/N$. Averaging the boxed equation gives $\dot{\bar u}=q(j-\overline{yR})$, so

$$j=\overline{yR}+\dot{\bar u}/q.$$

## 3. Static walls and their stability

At a steady state $y_i=j/R(u_i)$. Inserting the definition of $y_i$ gives a map towards the contact,

$$u_{i-1}=g(u_i),\qquad g(u)=u-q\left[\frac j{R(u)}-1\right].$$

Far from a wall $u_{i-1}=u_i$, so $R(u)=j$. Let $R$ have a first peak $R_M$ at $u_M$, a valley $R_m$ at $u_m$, and then rise towards the second resonance. For $R_m<j<R_M$ there are three roots $E_1<E_2<E_3$ below the second peak. The outer two lie on rising flanks and form the low- and high-field domains.

**Stability at fixed current.** Since $y_i$ contains $+u_i/q$ and $-u_{i-1}/q$,

$$\frac{\partial\dot u_i}{\partial u_{i-1}}=R(u_i),\qquad
\frac{\partial\dot u_i}{\partial u_i}=-R-qy_iR'=-R\left[1+\frac{qjR'}{R^2}\right]=-R(u_i)g'(u_i).$$

The last steps use $y_i=j/R$. No well depends on a later one, so the Jacobian is triangular and its eigenvalues are its diagonal entries. For the first well the entry is $-(1+c)qR'(u_1)$. Stability requires $g'(u_i)>0$ for $i\ge2$ and $R'(u_1)>0$. The triangular form and the diagonal were tested on a two-domain state.

**The pinning condition.** Suppose the last low-field well has drop $E_1$. The next well, with drop $u$, must satisfy

$$u-E_1=q\left[\frac jR-1\right]
\quad\Longleftrightarrow\quad
q=h(u),\qquad h(u)=\frac{(u-E_1)R(u)}{j-R(u)}.$$

The left side is positive, so $R(u)<j$ and $u$ lies between $E_2$ and $E_3$. At both ends $h\to\infty$; between them it has a minimum $q^*(j)$.

If $q>q^*$, take the largest root. At $E_3$ we have $g(E_3)=E_3>E_1$, so $g-E_1$ rises through zero at that root, and $g'>0$. The same construction gives each later well. The drops increase, are bounded by $E_3$, and can converge only to a fixed point, which is $E_3$. The wall is stable.

If $q<q^*$, the equation of motion of the front well is

$$\dot u=q(j-R)-(u-E_1)R=(j-R)[q-h(u)]<0$$

between $E_2$ and $E_3$. Between $E_1$ and $E_2$, $R\geq j$ and the middle expression is again negative. The well falls to $E_1$, the next well becomes the front, and the wall travels downstream.

**The smallest doping.** Put $j=R(E_1)$. At fixed $u$,

$$\frac{\partial\ln h}{\partial E_1}=-\frac1{u-E_1}-\frac{R'(E_1)}{R(E_1)-R(u)}<0,$$

since $R'(E_1)>0$. Raising the current also enlarges the allowed range of $u$. Hence $q^*(j)$ decreases with $j$, and its limit at the peak is

$$\boxed{q_c=\min_u\frac{(u-u_M)R(u)}{R_M-R(u)}},\qquad u>u_M,\quad R(u)<R_M,$$

with $u$ below the second peak. In a long chain at fixed current a stable wall of this kind exists for some $j<R_M$ if and only if $q>q_c$. At equality the wall is marginal.

Choosing $u=u_m$ gives an upper bound. There $R'=0$, so the logarithmic derivative of the minimized expression is $1/(u_m-u_M)>0$, and a slightly smaller $u$ does better.

## 4. Integration and its errors

Given the $u_i$, one evaluation consists of three operations: compute all $y_i$ from Gauss's law, obtain $j$ from the voltage condition, and evaluate $\dot u_i$. Write the result as $\dot{\mathbf u}=\mathbf f(\mathbf u)$. A fourth-order Runge–Kutta step of length $\tau$ is

$$\mathbf k_1=\mathbf f(\mathbf u),\quad
\mathbf k_2=\mathbf f(\mathbf u+\tfrac\tau2\mathbf k_1),\quad
\mathbf k_3=\mathbf f(\mathbf u+\tfrac\tau2\mathbf k_2),\quad
\mathbf k_4=\mathbf f(\mathbf u+\tau\mathbf k_3),$$

$$\mathbf u\leftarrow\mathbf u+\tfrac\tau6(\mathbf k_1+2\mathbf k_2+2\mathbf k_3+\mathbf k_4).$$

**Voltage error.** In a constant-rate sweep the components of every $\mathbf k$ sum to $N\dot{\bar u}$. The weights add to six, so one step changes $\sum_iu_i$ by $\tau N\dot{\bar u}$, as required. Apart from rounding, the voltage has no discretization error.

**Step length.** For smooth motion over a fixed time the global error is of order $\tau^4$. A decaying mode $\dot x=-\lambda x$ is multiplied in one step by

$$P=1-s+\frac{s^2}2-\frac{s^3}6+\frac{s^4}{24},\qquad s=\lambda\tau.$$

The stability limit $P=1$ for $s>0$ gives $1-s/2+s^2/6-s^3/24=0$, or $s\approx2.785$. The decay rates are $R+qy_iR'$, so high doping and a steep rising flank of $R$ demand shorter steps. Accuracy during a jump can demand more than this limit does.

**Slow passage near threshold.** Just below $q^*$, expand $h\approx q^*+\tfrac12h''w^2$, with $w$ the distance from the minimum. The time the front well spends there is approximately

$$t_{\rm pass}\approx\int_{-\infty}^{\infty}\frac{dw}{(j-R)[(q^*-q)+\tfrac12h''w^2]}
=\frac{\pi}{(j-R)\sqrt{\tfrac12h''(q^*-q)}},$$

where $j-R$ is taken at the minimum. A moving wall can thus look pinned in a record that is too short. The resulting error in the threshold decreases as the inverse square of the observation time.

**Amplified disturbances.** At fixed current a small static disturbance obeys $\delta u_i=\delta u_{i-1}/g'(u_i)$. Where $0<g'<1$ it grows from well to well although every eigenvalue of these wells is negative. This requires $R'<0$; on the rising flanks that form both domains $g'>1$ and the disturbance decays. Small differences at the contact can therefore matter far downstream only across a stretch of wells on the falling flank, and eigenvalues alone do not measure this sensitivity.

## 5. The critical doping in numbers

The example uses round model parameters: $l=13$ nm, relative permittivity 13, resonances at 100 and 160 meV, $\gamma=10$ meV, and couplings 0.10 and 0.17 meV. They do not describe a particular superlattice: in a deep square well the third level lies nearly $8/3\approx2.7$ times as far above the lowest as the second does, not 1.6 times. The choice affects the result. With the second resonance at 250 meV and everything else unchanged, the boxed formula gives $q_c=3.5$ meV instead of the 10.15 meV found below. Rates are expressed in $R_0=2T_2^2/(\hbar\gamma)=3.04\ \mathrm{ns^{-1}}$. The rate curve has

$$u_M=100.13\ \mathrm{meV},\quad R_M=1.0783R_0,\qquad
u_m=123.91\ \mathrm{meV},\quad R_m=0.3549R_0.$$

The peak–valley bound is

$$\frac{(123.91-100.13)\times0.3549}{1.0783-0.3549}\ \mathrm{meV}\approx11.67\ \mathrm{meV}.$$

The minimum is $q_c=10.15$ meV, reached at $u=117.5$ meV, to the left of the valley as derived. It corresponds to $5.61\times10^{10}\ \mathrm{cm^{-2}}$; the bound exceeds it by 15% of $q_c$.

The pinning condition was tested by integration at fixed current. At $j/R_M=0.97$, 0.85 and 0.75, $q^*$ is 11.75, 16.38 and 21.82 meV. With $q=0.96q^*$ all ten initially high-field wells fell to the low domain; with $q=1.04q^*$ all ten stayed high. The threshold rises as the current falls, as the derivative predicted.

## 6. One branch for each wall position

Moving a wall by one well at fixed current replaces one drop $E_1$ by $E_3$. If both domains are long compared with the wall, its profile is merely shifted, and the voltage changes by

$$e\,\Delta V(j)=E_3(j)-E_1(j).$$

On an upward sweep the current rises along a branch until the low domain reaches its peak. A well then jumps to high field, and the other drops decrease to preserve the voltage. Jumps therefore occur approximately every $[E_3(R_M)-u_M]/e$. There are $N-1$ positions with both domains present, between two nearly uniform states.

The sweep used 20 periods, $c=0.01$ and $q=3q_c=30.46$ meV, or $1.68\times10^{11}\ \mathrm{cm^{-2}}$. All 19 two-domain branches appeared. Their mean spacing, over ten jumps in the middle of the sweep, was 46.75 mV. The formula gives 46.48 mV, so the difference is 0.6% of the predicted value. End effects are omitted from the formula; their share of the difference was not isolated.

The currents near the middle of three branches were compared with static states constructed well by well:

| High wells | Voltage (V) | $j/R_0$, sweep | $j/R_0$, static |
|---:|---:|---:|---:|
| 5 | 2.201 | 1.0644 | 1.0643 |
| 10 | 2.434 | 1.0548 | 1.0546 |
| 15 | 2.668 | 1.0397 | 1.0396 |

The sweep rate, 0.243 mV/ns in total, adds a displacement term

$$\frac{\dot{\bar u}}{qR_0}=\frac{0.243}{20\times30.46\times3.04}\approx1.3\times10^{-4},$$

which is the size of the differences.

**Depth of the teeth.** The lowest currents recorded with 5, 10 and 15 high wells are $1.016R_0$, $0.990R_0$ and $0.958R_0$. They may include part of the transient after a jump, and they shift by up to about $0.001R_0$ with the step length and sampling. Suppose the current drops by $d$ from the peak. With $R\approx R_M-\kappa(u-u_M)^2$, each low well gives up $\sqrt{d/\kappa}$, while each high well gives up about $d/R'(E_3)$. For small $d$ and many low wells, the low wells take most of the change. When few of them remain, $d$ must be larger, which accounts for the trend to deeper teeth; with 15 high wells the two domains share the change about equally.

**Currents above the peak.** The highest currents on these branches, $1.081R_0$, $1.083R_0$ and $1.088R_0$, exceed $R_M$. Let $j=R_M(1+\eta)$ with small $\eta>0$, and let $w=u-u_M$. The static map becomes, to leading order,

$$\frac{dw}{di}\approx q\left(\eta+\frac{\kappa w^2}{R_M}\right).$$

If the steps stayed small, crossing the whole peak region would take $\pi/[q\sqrt{\eta\kappa/R_M}]$ wells. This shows the trend but overestimates the length of the low domain: at the three currents above it gives about 20, 16 and 11 wells, where there are 15, 10 and 5. The first well already starts close to the peak, and the steps soon become large. A finite low domain can therefore carry a current slightly above $R_M$, and a shorter one can carry more. For the first well $(1+c)R(u_1)=j$, so while it stays in the low domain $j\le1.01R_M=1.089R_0$. The recorded maxima respect this static limit.

**Skipped branches.** A branch was counted if it persisted over a fixed fraction of one voltage spacing. With $c=0.01$, a ramp five times faster still gave 19 branches. With $c=0.001$, the slow ramp gave 18 and the fast one 17. A sweep of 40 periods with $c=0.001$ and the same total rate as the fast ramp missed the last three of its 39 branches, and twelve at twice that rate; with $c=0.01$ and the same total rate as the fast ramp it still missed the last one; the full count was obtained only for 20 periods with the stronger contact, and the dependence on length was not studied further. One branch per position is thus not guaranteed by the static construction: it depends on the contact and, for the weaker contact, on the ramp. In the 20-period sweeps with $c=0.001$ the missing branches are the last ones: the two low-field wells left next to the contact on the slow ramp, or the last three on the fast one, cross the peak together instead of one at a time.

Static branches can also overlap. Neighbouring branches share a voltage if the voltage range of one exceeds the spacing between them. At least two two-domain branches coexist at 2.40 V, so the voltage alone does not determine the current.

## 7. Moving walls at fixed voltage

For the doping scan $N=40$ and $c=0.001$. Each run began with a low-field and a high-field domain, and the current was recorded after an initial transient. The entries are peak-to-peak swings in units of $R_0$; zero means zero to four decimals within the record.

| $q/q_c$ | 4.32 V | 4.48 V | 4.72 V | 5.04 V |
|---:|---:|---:|---:|---:|
| 0.03 | 0 | 0 | 0 | 0 |
| 0.30 | 0.325 | 0.422 | 0 | 0 |
| 0.60 | 0.163 | 0.154 | 0.171 | 0.361 |
| 0.80 | 0.076 | 0.080 | 0.060 | 0.084 |
| 0.90 | 0.043 | 0 | 0 | 0 |
| 1.00 | 0 | 0 | 0 | 0 |

All larger dopings in the scan, up to $3q_c$, also gave steady currents. For three of the voltages the change occurs between $0.8q_c$ and $0.9q_c$; at 4.32 V it occurs between $0.9q_c$ and $q_c$. The long-chain threshold is therefore a useful scale, not the precise boundary of this finite sample.

There is a possible reason why the oscillations end below $q_c$. If the last well before the wall has drop $p$ instead of $E_1$, the required doping is $(u-p)R(u)/(j-R(u))$, which decreases with $p$. A finite low domain can contain wells slightly past the peak and so pin a wall below $q_c$. The final state at $0.90q_c$ and 4.48 V is of this kind: the last well before the wall has a drop of 102.1 meV, beyond $u_M$, and the next one 118.7 meV.

**The weak-doping limit.** Very low doping also gives a steady current. To see why, perturb a uniform state with $y=1$ and $R'<0$:

$$\delta\dot u_i=q\,\delta j+q|R'|\delta u_i-R(\delta u_i-\delta u_{i-1}).$$

The last term carries a smooth disturbance downstream at $R$ wells per unit time. The middle term amplifies it at rate $q|R'|$. Leaving aside the common response $\delta j$, the gain during one transit time $N/R$ is $e^G$, with $G=Nq|R'|/R$.

The mean of $|R'|/R$ between peak and valley is

$$\frac{\ln(R_M/R_m)}{u_m-u_M}=\frac{\ln(1.0783/0.3549)}{23.78\ \mathrm{meV}}\approx0.047\ \mathrm{meV^{-1}}.$$

At $q=0.03q_c$ this gives $G\approx40\times0.03\times10.15\times0.047\approx0.6$, a gain of about two. At $0.30q_c$, $G\approx6$ and the gain is several hundred. These are averages over the falling flank; with the local slopes at the scanned voltages the gain at $0.03q_c$ is at most 2.6. At 5.04 V the uniform drop is 126 meV, beyond the valley, where $R'>0$ and a disturbance is not amplified at all. A nearly uniform state therefore stays steady at this voltage, even at $0.60q_c$ and $0.80q_c$, where the two-domain start leads to oscillation; these entries of the table depend on the starting state. The estimate makes it plausible that the weakest doping cannot sustain strong domains. It does not fix the low-doping edge of the oscillating range, which in the scan depends on bias; the contact was not varied.

**One oscillation.** At $0.60q_c$ and 5.04 V the waveform repeats after about 15.3 ns, a frequency near 65 MHz. The current density runs from 12.8 to 18.7 $\mathrm{A/cm^2}$. Crossing 40 wells at the peak rate would take $40/(1.0783\times3.04)\approx12$ ns; at the valley rate it would take $40/(0.3549\times3.04)\approx37$ ns. The period lies between these transit times.

This bracket is wide, and the wall need neither move at $R$ wells per unit time nor cross the whole sample, so the comparison does not identify the mechanism. The field profiles of this run, which are not printed in the output, show that the wall stays inside the sample and moves back and forth: between 13 and 18 wells have drops below 112 meV. While the wall moves downstream, the low domain grows. At fixed voltage the remaining drops, and with them the current, rise until the low wells pass the peak. Beyond it they carry less current, and the current falls. The wells next to the wall climb to higher drops, so the wall steps back upstream, while the other low wells return to the rising flank. The wells that climbed then fall back, and the wall moves downstream again. In this run no new wall starts at the contact.

The model has further limits. It assumes lateral uniformity, identical periods, fast relaxation and a fixed contact charge, and it contains no noise. Disorder can pin a wall that would otherwise move, and noise can trigger a jump before a branch ends. The numerical output gives the remaining entries of the doping scan.

## Computed values

```
period length 13.0 nm, relative permittivity 13.0
resonances 100.0, 160.0 meV; half-width 10.0 meV
couplings 0.1, 0.17 meV; rate unit R0 = 3.0385 per ns
peak: u = 100.127 meV, R/R0 = 1.0783
valley: u = 123.907 meV, R/R0 = 0.3549
critical q_c = 10.154 meV, reached at u = 117.50 meV
critical doping = 5.612e+10 cm^-2
peak-valley estimate: q = 11.669 meV, 6.449e+10 cm^-2
pinning test: j/R_peak, q* (meV), high wells left of 10 at 0.96 q*, 1.04 q*
  0.97  11.751  0  10
  0.85  16.381  0  10
  0.75  21.819  0  10
sawtooth: 20 periods, q = 30.463 meV, doping 1.684e+11 cm^-2
lowest current with a pinned wall: j/R0 = 0.7027
current density at the rate peak = 88.37 A/cm^2
two-domain branches seen, of 19: ramp (mV/ns), contact c, count
  0.243  0.010  19
  1.215  0.010  19
  0.243  0.001  18
  1.215  0.001  17
branch spacing: sweep 46.75 mV, formula 46.48 mV
high wells, mid voltage (V), j sweep, j static, j min, j max (units R0)
  5  2.2006  1.0644  1.0643  1.0163  1.0813
  10  2.4336  1.0548  1.0546  0.9903  1.0834
  15  2.6678  1.0397  1.0396  0.9584  1.0881
static branches coexisting at 2.40 V = at least 2
fixed-voltage scan: 40 periods, contact c = 0.001
biases (V): 4.32, 4.48, 4.72, 5.04
q/q_c, doping (cm^-2), current swing (units R0) at each bias
  0.03  1.68e+09  0.0000  0.0000  0.0000  0.0000
  0.30  1.68e+10  0.3247  0.4223  0.0000  0.0000
  0.50  2.81e+10  0.1860  0.1973  0.2654  0.0000
  0.60  3.37e+10  0.1634  0.1538  0.1706  0.3612
  0.70  3.93e+10  0.1277  0.1192  0.1148  0.1970
  0.80  4.49e+10  0.0763  0.0801  0.0601  0.0841
  0.90  5.05e+10  0.0426  0.0000  0.0000  0.0000
  1.00  5.61e+10  0.0000  0.0000  0.0000  0.0000
  1.10  6.17e+10  0.0000  0.0000  0.0000  0.0000
  1.20  6.73e+10  0.0000  0.0000  0.0000  0.0000
  1.50  8.42e+10  0.0000  0.0000  0.0000  0.0000
  2.00  1.12e+11  0.0000  0.0000  0.0000  0.0000
  3.00  1.68e+11  0.0000  0.0000  0.0000  0.0000
oscillation example: q/q_c = 0.60, bias 5.04 V
  period = 15.3 ns, frequency = 65.5 MHz
  current from 12.76 to 18.68 A/cm^2
```
